# Electron Scattering by Straight Dislocations: Parallel Arrays and Random Orientations: a numerical check

```python
"""
Result under test: straight parallel lines of potential V(x,y) give free
electrons no resistivity along the lines (z). Averaging their momentum-loss
tensor over all line orientations gives 2/3 of the perpendicular value.
The perpendicular value is that of a rigidly shifted Fermi sphere.

Symbols: kF Fermi wave number; mu = k_z/kF; kappa = kF*sqrt(1-mu^2);
q = k-k'; N line length per volume; Lambda transport width of one line;
P(q) squared 2D Fourier transform of one line's potential.
In the dimensionless tests kF = 1 and rates are in units of N*m/hbar^3 * P.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import dblquad, quad, solve_ivp
from scipy.special import iv, ivp, j1, jv, jvp, yv, yvp


def gauss(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return (high-low)*x/2 + (high+low)/2, (high-low)*w/2


def close(a, b, tolerance):
    assert np.allclose(a, b, rtol=tolerance, atol=tolerance), (a, b)


# Inputs: rough copper-like values and a chosen model core
lattice_nm = 0.361
poisson = 0.34
background_uohm_cm = 1.7
radius_nm = 0.20
barrier_eV = 4.0
density_cm2 = 1.0e11
temperature_K = 300.0
film_nm = 100.0
segment_nm = 30.0
tilt_deg = 5.0
modulation = 0.20

hbar, mass, charge = const.hbar, const.m_e, const.e
electron_density = 4/(lattice_nm*1e-9)**3
kF = (3*np.pi**2*electron_density)**(1/3)*1e-9
h2m = hbar**2/mass/charge*1e18                 # eV nm^2
fermi_eV = h2m*kF**2/2
burgers_nm = lattice_nm/np.sqrt(2)
size = kF*radius_nm


def core_power(q):
    """Normalized squared Fourier transform of a uniform cylinder, kF=1."""
    x = np.maximum(np.abs(size*q), 1e-9)
    return (2*j1(x)/x)**2


scatter = (np.arange(64)+0.5)*2*np.pi/64


def momentum_loss(k, e1, e2, power):
    """Collision operator acting on k; lines are normal to e1 and e2."""
    a = np.sum(k*e1, axis=-1)[..., None]
    b = np.sum(k*e2, axis=-1)[..., None]
    q1 = a - (a*np.cos(scatter)-b*np.sin(scatter))
    q2 = b - (a*np.sin(scatter)+b*np.cos(scatter))
    weight = power(q1, q2)
    return ((weight*q1).mean(-1)[..., None]*e1
            + (weight*q2).mean(-1)[..., None]*e2)


mu, mu_weight = gauss(24, -1, 1)
azimuth = np.arange(32)*2*np.pi/32
MU, AZ = np.meshgrid(mu, azimuth, indexing="ij")
RING = np.sqrt(1-MU**2)
sphere_k = np.stack((RING*np.cos(AZ), RING*np.sin(AZ), MU), axis=-1)
sphere_weight = np.repeat(mu_weight[:, None]/64, 32, axis=1)
X, Y = np.array([1., 0., 0.]), np.array([0., 1., 0.])


def loss_tensor(power, e1=X, e2=Y):
    lost = momentum_loss(sphere_k, e1, e2, power)
    return 3*np.einsum("ab,abi,abj->ij", sphere_weight, sphere_k, lost)


# Random orientations: k must be an eigenfunction at each point, even if
# the two perpendicular components of the parallel array are unequal.
def uneven_power(qx, qy):
    return 1/(1+0.5*qx**2+0.15*qy**2)**2


uneven = loss_tensor(uneven_power)
assert abs(uneven[0, 0]-uneven[1, 1]) > 0.05*uneven[0, 0]
twist = np.arange(12)*np.pi/12
C, A, T = np.meshgrid(mu, np.arange(24)*2*np.pi/24, twist, indexing="ij")
S = np.sqrt(1-C**2)
u1 = np.stack((C*np.cos(A), C*np.sin(A), -S), axis=-1)
u2 = np.stack((-np.sin(A), np.cos(A), np.zeros_like(A)), axis=-1)
f1 = np.cos(T)[..., None]*u1 + np.sin(T)[..., None]*u2
f2 = -np.sin(T)[..., None]*u1 + np.cos(T)[..., None]*u2
for vector in ([0.36, 0.48, 0.8], [2/3, -2/3, 1/3]):
    vector = np.array(vector)
    lost = momentum_loss(vector, f1, f2, uneven_power)
    mean_loss = np.einsum("a,abci->i", mu_weight/2, lost)/(24*12)
    close(mean_loss, (uneven[0, 0]+uneven[1, 1])/3*vector, 2e-6)

# Perpendicular closed form, and an independent 3D golden-rule average
axial = loss_tensor(lambda a, b: core_power(np.hypot(a, b)))
q, q_weight = gauss(200, 0, 2)
perpendicular = 3/8*np.sum(q_weight*q**2*core_power(q))
close(axial[0, 0], perpendicular, 1e-7)
angle, angle_weight = gauss(200, 0, np.pi)
transfer = 2*np.sin(angle/2)
random_rate = 0.5*np.sum(angle_weight*np.sin(angle)*(1-np.cos(angle))
                         * core_power(transfer)/transfer)
close(random_rate, 2*perpendicular/3, 1e-7)

# Tilt the lines away from the field
test_tilt = np.radians(25)
tilted_x = np.array([np.cos(test_tilt), 0, -np.sin(test_tilt)])
tilted = loss_tensor(lambda a, b: core_power(np.hypot(a, b)), tilted_x, Y)
close(tilted[2, 2], perpendicular*np.sin(test_tilt)**2, 1e-6)


# Solve the discretized Boltzmann equation with isotropic background
def ring_rate(kappa):
    return np.mean((1-np.cos(scatter))
                   * core_power(2*kappa[:, None]*np.sin(scatter/2)), axis=1)


m12, w12 = gauss(12, -1, 1)
background = 0.3*perpendicular
matrix = np.zeros((384, 384))
for i, value in enumerate(m12):
    kernel = core_power(2*np.sqrt(1-value**2)
                        * np.sin((azimuth[:, None]-azimuth)/2))/32
    block = slice(32*i, 32*i+32)
    matrix[block, block] = np.diag(kernel.sum(1))-kernel
point_weight = np.repeat(w12/64, 32)
matrix += background*(np.eye(384)-np.ones((384, 1))*point_weight)
drive_z = np.repeat(m12, 32)
drive_x = (np.sqrt(1-m12**2)[:, None]*np.cos(azimuth)).ravel()
response = np.linalg.lstsq(matrix, np.column_stack((drive_x, drive_z)),
                           rcond=None)[0]
sigma_x = 3*np.sum(point_weight*drive_x*response[:, 0])
sigma_z = 3*np.sum(point_weight*drive_z*response[:, 1])
formula_x = 0.75*np.sum(w12*(1-m12**2)
                        / (background+ring_rate(np.sqrt(1-m12**2))))
close(sigma_x, formula_x, 1e-7)
close(sigma_z, 1/background, 1e-7)


# Exact scattering by a cylindrical barrier
def phase_shifts(kappa, height, count=17):
    p2 = kappa**2-2*height/h2m
    p = np.sqrt(np.abs(p2))
    x, y = kappa*radius_nm, p*radius_nm
    shifts = []
    for m in range(count):
        inner = np.where(p2 > 0, jv(m, y), iv(m, y))
        slope = p*np.where(p2 > 0, jvp(m, y), ivp(m, y))
        top = kappa*jvp(m, x)*inner-slope*jv(m, x)
        bottom = kappa*yvp(m, x)*inner-slope*yv(m, x)
        shifts.append(np.arctan(top/bottom))
    return np.array(shifts)


def transport_strength(kappa, height):
    """Dimensionless kappa*Lambda."""
    delta = phase_shifts(kappa, height)
    return 4*np.sum(np.sin(delta[:-1]-delta[1:])**2, axis=0)


# Radial integration through the barrier, matched well outside it
test_k = 0.9*kF
start = 1e-4*radius_nm
state = [start, 1.0]
for low, high, height in ((start, radius_nm, barrier_eV),
                          (radius_nm, 2*radius_nm, 0)):
    def radial(r, z, potential=height):
        return [z[1], -z[1]/r-(test_k**2-1/r**2-2*potential/h2m)*z[0]]
    state = solve_ivp(radial, (low, high), state, rtol=1e-9,
                      atol=1e-12).y[:, -1]
x = 2*test_k*radius_nm
tangent = ((test_k*jvp(1, x)*state[0]-state[1]*jv(1, x))
           / (test_k*yvp(1, x)*state[0]-state[1]*yv(1, x)))
delta = phase_shifts(np.array([test_k]), barrier_eV)[:, 0]
close(np.tan(delta[1]), tangent, 1e-5)
phase = np.arange(256)*2*np.pi/256
amplitude = sum((1 if m == 0 else 2*np.cos(m*phase))
                * np.exp(1j*d)*np.sin(d) for m, d in enumerate(delta))
close(4*np.mean((1-np.cos(phase))*np.abs(amplitude)**2),
      transport_strength(np.array([test_k]), barrier_eV)[0], 1e-7)

theta, theta_weight = gauss(100, 0, np.pi/2)
kappa = kF*np.sin(theta)
velocity_weight = 1.5*theta_weight*np.sin(theta)**3
strength = transport_strength(kappa, barrier_eV)
loss_strength = np.sum(velocity_weight*strength)
true_strength = 1/np.sum(velocity_weight/strength)
assert true_strength < loss_strength


def born_strength(height):
    return perpendicular*(np.pi*radius_nm**2*height/h2m)**2


weak_eV = 0.004
weak = np.sum(velocity_weight*transport_strength(kappa, weak_eV))
close(weak/born_strength(weak_eV), 1, 0.01)    # next Born order remains

# Screened strain field of an edge dislocation
hankel = mp.quadosc(lambda r: mp.besselj(1, r), [0, mp.inf],
                    period=2*mp.pi)
close(float(hankel), 1, 1e-6)
edge = loss_tensor(lambda a, b: b**2/(a**2+b**2)**2)
close((edge[0, 0]+edge[1, 1])/2, 3/8, 1e-7)
close(edge[1, 1]/edge[0, 0], 3, 1e-7)
edge_amplitude = (2/3*fermi_eV*burgers_nm
                  * (1-2*poisson)/(1-poisson))
edge_strength = 3/8*(edge_amplitude/(h2m*kF))**2

# Independent straight segments with abrupt ends
length = kF*segment_nm
q_rod, wq_rod = gauss(700, 0, 2)
c_rod, wc_rod = gauss(900, 0, 1)
Q, CC = np.meshgrid(q_rod, c_rod, indexing="ij")
rod = (wq_rod[:, None]*wc_rod*Q**3*core_power(Q*np.sqrt(1-CC**2))
       * np.sinc(Q*CC*length/(2*np.pi))**2)
segment_ratio = np.sum(rod*CC**2)/(0.5*np.sum(rod*(1-CC**2)))
long_limit = (4*np.sum(q_weight*q*np.arccosh(2/q)*core_power(q))
              / (np.pi*length*np.sum(q_weight*q**2*core_power(q))))
close(segment_ratio/long_limit, 1, 0.03)       # finite-length corrections

# Core potential multiplied by 1 + modulation*cos(Gz)
G = 2*np.pi/burgers_nm/kF
assert G < 2
qg, wg = gauss(150, 0, np.sqrt(4-G**2))
periodic_loss = (3/8*modulation**2
                 * np.sum(wg*qg*G**2/np.hypot(qg, G)*core_power(qg)))
mg, wm = gauss(80, G-1, 1)
ka2, kb2 = 1-mg**2, 1-(mg-G)**2
qperp = np.sqrt(np.maximum(0, ka2[:, None]+kb2[:, None]
                - 2*np.sqrt(ka2*kb2)[:, None]*np.cos(scatter)))
direct_periodic = (3/8*modulation**2*G**2
                   * np.sum(wm*core_power(qperp).mean(1)))
close(periodic_loss/direct_periodic, 1, 1e-6)
periodic_ratio = periodic_loss/perpendicular

# Convert to resistivities and include phonon-like background scattering
unit_specific = hbar/(electron_density*charge**2)       # ohm m^3
specific_loss = unit_specific*loss_strength
specific_true = unit_specific*true_strength
specific_random = 2*specific_loss/3
N = density_cm2*1e4
rho0 = background_uohm_cm*1e-8
gamma0 = electron_density*charge**2*rho0/mass
line_rate = N*hbar/mass*strength
rho_mixed = (mass/(electron_density*charge**2)
             / np.sum(velocity_weight/(gamma0+line_rate)))
increment = rho_mixed-rho0
increment_ratio = increment/(N*specific_loss)
assert 0.98 < increment_ratio <= 1+1e-9
path_nm = hbar*kF*1e9/mass/gamma0*1e9

# Diffuse surfaces of a film, current parallel to the film
free = path_nm/film_nm
film_ratio = quad(lambda c: 1.5*(1-c*c)
                  * (1-free*c*(1-np.exp(-1/(free*c)))), 0, 1)[0]
depth_ratio = dblquad(lambda d, c: 1.5*(1-c*c)
                      * (1-np.exp(-d/(free*c))), 0, 1, 0, 1,
                      epsabs=1e-7, epsrel=1e-7)[0]
close(film_ratio, depth_ratio, 1e-5)
surface_increment = rho0*(1/film_ratio-1)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Lattice parameter, rough input", lattice_nm, "nm")
show("Poisson ratio, rough input", poisson)
show("Background resistivity, rough input", background_uohm_cm, "uohm cm")
show("Core radius, chosen", radius_nm, "nm")
show("Core barrier, chosen", barrier_eV, "eV")
show("Dislocation density, chosen", density_cm2, "cm^-2")
show("Electron density", electron_density*1e-6, "cm^-3")
show("Fermi wave number", kF, "nm^-1")
show("Fermi energy", fermi_eV, "eV")
show("Burgers length", burgers_nm, "nm")
show("Resistivity unit hbar/(n e^2)", unit_specific*1e6, "ohm cm^3")
show("Shifted-sphere mean of kappa*Lambda", loss_strength)
show("True parallel-array effective kappa*Lambda", true_strength)
show("Specific rho, perpendicular shifted sphere",
     specific_loss*1e6, "ohm cm^3")
show("Specific rho, random orientations", specific_random*1e6, "ohm cm^3")
show("Specific rho, true perpendicular, no background",
     specific_true*1e6, "ohm cm^3")
show("Random / true perpendicular, no background",
     specific_random/specific_true)
show("3D golden-rule random / perpendicular", random_rate/perpendicular)
show("Uneven test line: Gamma_xx", uneven[0, 0], "(reduced)")
show("Uneven test line: Gamma_yy", uneven[1, 1], "(reduced)")
show("Boltzmann test: sigma_zz * background rate", sigma_z*background)
show("Shifted-sphere perpendicular rho at chosen density",
     N*specific_loss*1e8, "uohm cm")
show("Random-orientation rho at chosen density",
     N*specific_random*1e8, "uohm cm")
show("Perpendicular increment with background", increment*1e8, "uohm cm")
show("That increment / shifted-sphere value", increment_ratio)
show("Born / phase-shift perpendicular value",
     born_strength(barrier_eV)/loss_strength)
show("Edge strain amplitude A", edge_amplitude, "eV nm")
show("Edge strain / core perpendicular value",
     edge_strength/loss_strength)
show("Edge strain Gamma_yy / Gamma_xx", edge[1, 1]/edge[0, 0])
show("Line tilt, chosen", tilt_deg, "degrees")
show("Tilted-line / perpendicular loss", np.sin(np.radians(tilt_deg))**2)
show("Segment length, chosen", segment_nm, "nm")
show("Segment longitudinal / perpendicular loss, Born", segment_ratio)
show("Long-segment formula for that ratio", long_limit)
show("Core modulation, chosen", modulation)
show("Line reciprocal period G", G*kF, "nm^-1")
show("Twice Fermi wave number", 2*kF, "nm^-1")
show("Periodic-core longitudinal / perpendicular loss, Born",
     periodic_ratio)
show("Mean line spacing", 1e9/np.sqrt(N), "nm")
show("Fermi wavelength", 2*np.pi/kF, "nm")
show("Temperature, chosen", temperature_K, "K")
show("Thermal energy / Fermi energy",
     const.k*temperature_K/(charge*fermi_eV))
show("Background mean free path", path_nm, "nm")
show("Film thickness, chosen", film_nm, "nm")
show("Diffuse-surface resistivity increment",
     surface_increment*1e8, "uohm cm")
print("ALL CHECKS PASSED")
```

It prints:

```
Lattice parameter, rough input: 0.361 nm
Poisson ratio, rough input: 0.34
Background resistivity, rough input: 1.7 uohm cm
Core radius, chosen: 0.2 nm
Core barrier, chosen: 4 eV
Dislocation density, chosen: 1e+11 cm^-2
Electron density: 8.5023e+22 cm^-3
Fermi wave number: 13.604 nm^-1
Fermi energy: 7.0507 eV
Burgers length: 0.25527 nm
Resistivity unit hbar/(n e^2): 4.8319e-20 ohm cm^3
Shifted-sphere mean of kappa*Lambda: 2.3055
True parallel-array effective kappa*Lambda: 2.1858
Specific rho, perpendicular shifted sphere: 1.114e-19 ohm cm^3
Specific rho, random orientations: 7.4268e-20 ohm cm^3
Specific rho, true perpendicular, no background: 1.0561e-19 ohm cm^3
Random / true perpendicular, no background: 0.7032
3D golden-rule random / perpendicular: 0.66667
Uneven test line: Gamma_xx: 0.30946 (reduced)
Uneven test line: Gamma_yy: 0.45912 (reduced)
Boltzmann test: sigma_zz * background rate: 1
Shifted-sphere perpendicular rho at chosen density: 0.01114 uohm cm
Random-orientation rho at chosen density: 0.0074268 uohm cm
Perpendicular increment with background: 0.011136 uohm cm
That increment / shifted-sphere value: 0.99964
Born / phase-shift perpendicular value: 1.0461
Edge strain amplitude A: 0.58175 eV nm
Edge strain / core perpendicular value: 0.051229
Edge strain Gamma_yy / Gamma_xx: 3
Line tilt, chosen: 5 degrees
Tilted-line / perpendicular loss: 0.0075961
Segment length, chosen: 30 nm
Segment longitudinal / perpendicular loss, Born: 0.010111
Long-segment formula for that ratio: 0.010082
Core modulation, chosen: 0.2
Line reciprocal period G: 24.614 nm^-1
Twice Fermi wave number: 27.207 nm^-1
Periodic-core longitudinal / perpendicular loss, Born: 0.090332
Mean line spacing: 31.623 nm
Fermi wavelength: 0.46188 nm
Temperature, chosen: 300 K
Thermal energy / Fermi energy: 0.0036666
Background mean free path: 38.665 nm
Film thickness, chosen: 100 nm
Diffuse-surface resistivity increment: 0.28305 uohm cm
ALL CHECKS PASSED
```
